# Second-order three-body operators for f electrons from single excitations: test program

```python
# Result under test: second-order single excitations l^N -> l^(N-1) l' give
#   H3 = -(1/D) sum_{k,k'} R^k R^k' <l||Ck||l><l||Ck'||l><l||Ck||l'><l'||Ck'||l>
#        * sum_{k'' even} (2k''+1) {k k' k''; l l l'} V(k k' k''),
#   V = sum over distinct electrons of 3j(k k' k'';q q' q'') u^k_q u^k'_q' u^k''_q''
# (u unit tensors, R^k radial integrals, D excitation energy); core l' -> l gives -H3.
# For f^N the nine even triads give t1..t9 labelled by SO(7) > G2; t9 = 0, t1 and t5
# are (N-2) times two-body operators, six stay independent modulo two-body operators.
# Independent road: B = <excited|1/r12|l^N> from determinants and quadrature, H2=-B^T B/D.
import numpy as np, itertools as it
from math import factorial as fa, sqrt
from functools import lru_cache
from collections import Counter
from scipy.special import lpmv
from scipy import constants as sc
from sympy.physics.wigner import wigner_6j

@lru_cache(None)
def w3(a, b, c, x, y, z):
    if x+y+z or c > a+b or c < abs(a-b) or abs(x) > a or abs(y) > b or abs(z) > c:
        return 0.0
    s = 0.0
    for t in range(a+b-c+1):
        ar = [t, c-b+t+x, c-a+t-y, a+b-c-t, a-t-x, b-t+y]
        if min(ar) >= 0:
            s += (-1)**t/np.prod([float(fa(i)) for i in ar])
    tri = fa(a+b-c)*fa(a-b+c)*fa(b+c-a)/fa(a+b+c+1)
    return (-1.0)**(a-b-z)*s*sqrt(tri*fa(a+x)*fa(a-x)*fa(b+y)*fa(b-y)*fa(c+z)*fa(c-z))
rg = lambda j: range(-j, j+1)
red = lambda a, k, b: (-1)**a*sqrt((2*a+1)*(2*b+1))*w3(a, k, b, 0, 0, 0)
@lru_cache(None)
def U(l, k):
    return np.array([[[(-1.0)**(l-m)*w3(l, k, l, -m, q, n) for n in rg(l)] for m in rg(l)] for q in rg(k)])
@lru_cache(None)
def W3(a, b, c):
    return np.array([[[w3(a, b, c, x, y, z) for z in rg(c)] for y in rg(b)] for x in rg(a)])
@lru_cache(None)
def Vt(l, a, b, c):
    t = np.einsum('xyz,xab,ycd,zef->acebdf', W3(a, b, c), U(l, a), U(l, b), U(l, c), optimize=True)
    return t.reshape((2*l+1)**3, -1)
def dot(l, k):
    return sum((-1.0)**q*np.kron(U(l, k)[k+q], U(l, k)[k-q]) for q in rg(k))
def coef(l, lp, k, kp, kk):
    return red(l, k, l)*red(l, kp, l)*red(l, k, lp)*red(lp, kp, l)*(2*kk+1)*float(wigner_6j(k, kp, kk, l, l, lp))
def omega(l, lp, k, kp, step):
    return sum(coef(l, lp, k, kp, kk)*Vt(l, k, kp, kk) for kk in range(abs(k-kp), min(k+kp, 2*l)+1, step))

gx, gw = np.polynomial.legendre.leggauss(30)
def theta(l, m):
    a = abs(m)
    return ((-1)**a if m < 0 else 1)*sqrt((2*l+1)/2*fa(l-a)/fa(l+a))*lpmv(a, l, gx)
@lru_cache(None)
def gaunt(l, m, k, lp, mp):      # <l m|C^k_(m-mp)|lp mp> by quadrature
    if abs(m-mp) > k:
        return 0.0
    return sqrt(2/(2*k+1))*float(np.sum(gw*theta(l, m)*theta(k, m-mp)*theta(lp, mp)))
ranks = lambda l, lp: [k for k in range(0, 2*l+1, 2) if abs(l-lp) <= k <= l+lp]
def gexc(l, lp, k):              # <p b|g_k|a c>, p in l'
    return np.array([[(-1.0)**(p-a)*gaunt(lp, p, k, l, a)*gaunt(l, b, k, l, c) if p+b == a+c else 0.0
                      for a in rg(l) for c in rg(l)] for p in rg(lp) for b in rg(l)])
def act(mask, ops):
    s = 1
    for create, o in ops:
        if ((mask >> o) & 1) == create:
            return None, 0
        s *= (-1)**bin(mask & ((1 << o)-1)).count('1')
        mask ^= 1 << o
    return mask, s

class Sector:                    # M_L = 0, lowest M_S: one state per term
    def __init__(s, l, N):
        s.l, s.N, s.d = l, N, 2*l+1
        s.dets = [c for c in it.combinations(range(2*s.d), N)
                  if sum(o//2-l for o in c) == 0 and sum(1-2*(o % 2) for o in c) == N % 2]
        s.n = len(s.dets)
        P = np.zeros((s.d,)*N+(2,)*N+(s.n,))
        for I, c in enumerate(s.dets):
            for p in it.permutations(range(N)):
                sg = (-1)**sum(p[i] > p[j] for i in range(N) for j in range(i+1, N))
                P[tuple(c[i]//2 for i in p)+tuple(c[i] % 2 for i in p)+(I,)] = sg/sqrt(fa(N))
        s.P = P.reshape(-1, s.n)
        s.pairs = [s.op(dot(l, k), 2) for k in range(2*l+1)]
        s.Q = np.linalg.qr(np.array([m.ravel() for m in s.pairs]).T)[0]
    def op(s, T, b):             # sum of a b-body tensor over ordered distinct electrons
        X = (T @ s.P.reshape(s.d**b, -1)).reshape(-1, s.n)
        return fa(s.N)//fa(s.N-b)*(s.P.T @ X)
    def resid(s, m):
        v = m.ravel()
        return v - s.Q @ (s.Q.T @ v)
    def rank(s, ms):
        return int(np.sum(np.linalg.svd(np.array([s.resid(m) for m in ms]), compute_uv=False) > 1e-10))
    def coupling(s, lp, core=False):
        l, off, idx, ent = s.l, 2*s.d, {}, []
        full = sum(1 << (off+i) for i in range(4*lp+2)) if core else 0
        for I, det in enumerate(s.dets):
            mask = sum(1 << o for o in det) | full
            for a in (range(off, off+4*lp+2) if core else det):
                ma = (a-off)//2-lp if core else a//2-l
                if lp == l and not core:
                    mk, sg = act(mask, [(0, a), (1, off+a)])
                    ent.append(('one', idx.setdefault(mk, len(idx)), I, sg))
                for c in det:
                    for mb in rg(l):
                        mp = ma+c//2-l-mb
                        if abs(mp) > (l if core else lp):
                            continue
                        p = 2*(mp+l)+a % 2 if core else off+2*(mp+lp)+a % 2
                        mk, sg = act(mask, [(0, a), (0, c), (1, 2*(mb+l)+c % 2), (1, p)])
                        if sg:
                            r = idx.setdefault(mk, len(idx))
                            for k in ranks(l, lp):
                                g1 = gaunt(l, mp, k, lp, ma) if core else gaunt(lp, mp, k, l, ma)
                                ent.append((k, r, I, sg*(-1.0)**(mp-ma)*g1*gaunt(l, mb, k, l, c//2-l)))
        B = {k: np.zeros((len(idx), s.n)) for k in ranks(l, lp)+['one']}
        for k, r, I, v in ent:
            B[k][r, I] += v
        return B
close = lambda a, b, t=1e-10: np.abs(a-b).max() < t
f3, f4 = Sector(3, 3), Sector(3, 4)

# ordered terms need odd k''; CI rank for each l'
asym, allops, rk = 0.0, [], {}
for lp in (1, 3, 5, 7, 9):
    B, ops = f3.coupling(lp), []
    for k, kp in it.product(ranks(3, lp), repeat=2):
        M = B[k].T @ B[kp]
        assert close(M, f3.op(gexc(3, lp, k).T @ gexc(3, lp, kp), 2)+f3.op(omega(3, lp, k, kp, 1), 3))
        asym = max(asym, np.abs(M-M.T).max())
        ops.append(M+M.T)
    rk[lp] = f3.rank(ops); allops += ops
assert asym > 1e-6 and f3.rank(allops) == 6
# full sum with even k'' only, f^3 and f^4; core sign; one-body element
Rtest = {0: 0.9, 2: 0.7, 4: -0.4, 6: 0.3}
for lp in (1, 3):
    ks = ranks(3, lp)
    T3 = sum(Rtest[k]*Rtest[q]*omega(3, lp, k, q, 2) for k in ks for q in ks)
    g = sum(Rtest[k]*gexc(3, lp, k) for k in ks)
    for S in (f3, f4):
        B = S.coupling(lp); Bg = sum(Rtest[k]*B[k] for k in ks)
        assert close(Bg.T @ Bg, S.op(g.T @ g, 2)+S.op(T3, 3))
        if lp == 3:
            assert close(B['one'].T @ B['one'], S.N*np.eye(S.n))
            assert close(S.resid(B['one'].T @ Bg), 0) and np.abs(B['one'].T @ Bg).max() > 0.1
    Bc = f3.coupling(lp, True); Bc = sum(Rtest[k]*Bc[k] for k in ks)
    assert close(f3.resid(Bc.T @ Bc+f3.op(T3, 3)), 0) and np.abs(f3.resid(f3.op(T3, 3))).max() > 1e-4
assert close(f4.op(Vt(3, 2, 2, 0), 3), 2/sqrt(35)*f4.pairs[2])
print("max asymmetry of an ordered (k,k') CI term, R=1: %.5f" % asym)
print("CI rank mod two-body per l':", rk, " all l':", f3.rank(allops))

# counts for p, d, f
for l, want in ((1, 0), (2, 2), (3, 6)):
    S = f3 if l == 3 else Sector(l, 3)
    d = 2*l+1
    swap = np.eye(d*d).reshape(d, d, d, d).transpose(0, 1, 3, 2).reshape(d*d, -1)
    L2 = l*(l+1)*(3*np.eye(S.n)+d*S.pairs[1]); S2 = 0.75*np.eye(S.n)-S.op(swap, 2)/2
    ev, vec = np.linalg.eigh(L2+0.1*S2)
    mult = Counter(np.round(ev, 6)); tot = sum(n*(n+1)//2 for n in mult.values())
    tri = [t for t in it.combinations_with_replacement(range(2, 2*l+1, 2), 3) if t[2] <= t[0]+t[1]]
    Vs = [S.op(Vt(l, *t), 3) for t in tri]
    for m in Vs:
        assert close(m, m.T) and close(m @ L2, L2 @ m) and close(m @ S2, S2 @ m)
    n2 = np.linalg.matrix_rank(np.array([m.ravel() for m in S.pairs]))
    assert n2 == d and S.rank(Vs) == want
    print("l=%d: terms %d, scalar ops %d, two-body %d, three-body %d, triads %d, 2nd order %d"
          % (l, S.n, tot, n2, tot-n2, len(tri), S.rank(Vs)))
assert tot-n2 == 14 and len(tri) == 9

# symmetric cube of (200) by Weyl characters
rho = np.array([2.5, 1.5, 0.5])
chi = lambda w, th: np.linalg.det(np.sin(np.outer(th, np.array(w)+rho)))/np.linalg.det(np.sin(np.outer(th, rho)))
cube = {(6,0,0): 1, (4,2,0): 1, (4,0,0): 1, (3,1,0): 1, (2,2,2): 1, (2,2,0): 1, (2,0,0): 2, (0,0,0): 1}
for th in (np.array([0.31, 0.83, 1.37]), np.array([0.2, 1.1, 1.9])):
    x = [chi((2, 0, 0), j*th) for j in (1, 2, 3)]
    assert abs((x[0]**3+3*x[0]*x[1]+2*x[2])/6-sum(n*chi(w, th) for w, n in cube.items())) < 1e-7
# Casimir operators by commutators on the nine triad tensors
vb = np.concatenate([sqrt(2*k+1)*U(3, k) for k in (2, 4, 6)]); sl = {2: slice(0, 5), 4: slice(5, 14), 6: slice(14, 27)}
E, scale = [], []
for t in tri:
    e, ps = np.zeros((27,)*3), set(it.permutations(t))
    for p in ps:
        e[sl[p[0]], sl[p[1]], sl[p[2]]] = W3(*p)
    E.append(e/sqrt(len(ps))); scale.append(sqrt(len(ps)*np.prod([2*k+1 for k in t])))
E, C, ads = np.array(E), {}, []
for k in (1, 3, 5):
    C[k] = np.zeros((9, 9))
    for gmat in sqrt(2*k+1)*U(3, k):
        A = np.einsum('xab,yab->xy', vb, gmat @ vb-vb @ gmat); ads.append(A)
        D = (np.einsum('xa,nabc->nxbc', A, E, optimize=True)+np.einsum('xb,nabc->naxc', A, E, optimize=True)
             + np.einsum('xc,nabc->nabx', A, E, optimize=True)).reshape(9, -1)
        C[k] += D @ D.T
G7, G2 = (C[1]+C[3]+C[5])/5, (C[1]+C[5])/4
assert close(C[1], 0) and close(G7 @ G2, G2 @ G7)
Z = np.linalg.eigh(G7+0.01*G2)[1]
labels = []
for i in range(9):
    Z[:, i] *= np.sign(Z[np.abs(Z[:, i]) > 1e-8, i][0])
    a, b = Z[:, i] @ G7 @ Z[:, i], Z[:, i] @ G2 @ Z[:, i]
    w = [w for w in cube if abs(sum(w[j]*(w[j]+5-2*j) for j in range(3))/10-a) < 1e-9]
    u = [(x, y) for x in range(7) for y in range(x+1) if abs((x*x+x*y+y*y+5*x+4*y)/12-b) < 1e-9]
    assert len(w) == 1 and len(u) == 1
    labels.append("(%d%d%d)(%d%d)" % (w[0]+u[0]))
assert labels == ["(000)(00)", "(220)(22)", "(222)(00)", "(222)(40)", "(400)(40)",
                  "(420)(22)", "(420)(40)", "(420)(42)", "(600)(60)"]
tt = [sum(Z[a, i]*scale[a]*Vt(3, *tri[a]) for a in range(9)) for i in range(9)]
t3 = [f3.op(T, 3) for T in tt]
print("coefficients on e(triad), order", " ".join("%d%d%d" % t for t in tri))
for i in range(9):
    print("t%d %s" % (i+1, labels[i]), " ".join("%.4f" % z for z in Z[:, i]))
print("f3 norm of t1..t9:", " ".join("%.3f" % np.linalg.norm(m) for m in t3))
print("same mod two-body:", " ".join("%.3f" % np.linalg.norm(f3.resid(m)) for m in t3))
assert close(t3[8], 0) and close(f4.op(tt[8], 3), 0)
fit = lambda ms, m: np.linalg.lstsq(np.array([x.ravel() for x in ms]).T, m.ravel(), rcond=None)[0]
for i in (0, 4):                 # fit in f^3, prediction for f^4 with factor N-2
    c = fit(f3.pairs, t3[i])
    assert close(f3.resid(t3[i]), 0) and np.linalg.norm(t3[i]) > 0.1
    assert close(f4.op(tt[i], 3), 2*sum(c[k]*f4.pairs[k] for k in range(7)), 1e-9)
    print("t%d=(N-2)sum c_k u.u, c0..c6:" % (i+1), " ".join("%.4f" % x for x in c))
M = np.zeros((27, 27))
for k in (2, 4, 6):
    M[sl[k], sl[k]] = c[k]/(2*k+1)*np.fliplr(np.diag([(-1.0)**q for q in rg(k)]))
assert close(c[[0, 1, 3, 5]], 0, 1e-9)
assert abs(sum(np.sum((A @ M+M @ A.T)**2) for A in ads)/5/np.sum(M**2)-3.6) < 1e-9
inv = [np.eye(f3.n), S2, sum((2*k+1)*f3.pairs[k] for k in (1, 3, 5))]
assert close(t3[0], sum(x*m for x, m in zip(fit(inv, t3[0]), inv)))
six = [1, 2, 3, 5, 6, 7]
assert f3.rank([t3[i] for i in six]) == 6

# worked example: model f^3 with f -> p excitation
R, Dl = {2: 10000.0, 4: 5000.0}, 100000.0
mev = sc.h*sc.c*100/sc.e*1e3
print("model: R2=%.0f R4=%.0f Delta=%.0f cm-1; 1 cm-1 = %.6f meV" % (R[2], R[4], Dl, mev))
print("<f||C2||f>=%.5f <f||C4||f>=%.5f" % (red(3, 2, 3), red(3, 4, 3)))
print("<f||C2||p>=%.5f <f||C4||p>=%.5f" % (red(3, 2, 1), red(3, 4, 1)))
X = Counter()
for k, kp in it.product(R, repeat=2):
    kks = list(range(abs(k-kp), min(k+kp, 6)+1, 2))
    if k <= kp:
        print("6j{%d %d k'';3 3 1}:" % (k, kp), " ".join("%d:%.6f" % (kk, float(wigner_6j(k, kp, kk, 3, 3, 1))) for kk in kks))
    for kk in kks:
        X[tuple(sorted((k, kp, kk)))] -= R[k]*R[kp]*coef(3, 1, k, kp, kk)/Dl
print("V coefficients, cm-1:", " ".join("%d%d%d:%.3f" % (t+(X[t],)) for t in sorted(X)))
T = Z.T @ np.array([X[t]/scale[a] for a, t in enumerate(tri)])
B = f3.coupling(1); Bg = sum(R[k]*B[k] for k in R); H2 = -Bg.T @ Bg/Dl
Tfit = fit([t3[i] for i in six]+f3.pairs, H2)[:6]
assert close(Tfit, T[six], 1e-7)
for i in range(9):
    extra = "CI fit %.4f cm-1" % Tfit[six.index(i)] if i in six else "not independent"
    print("T%d = %.4f cm-1 = %.4f meV; %s" % (i+1, T[i], T[i]*mev, extra))
g = sum(R[k]*gexc(3, 1, k) for k in R)
Hp = -f3.op(g.T @ g, 2)/Dl; H3 = sum(X[t]*f3.op(Vt(3, *t), 3) for t in X)
assert close(H2, Hp+H3, 1e-8)
for j in range(f3.n):
    if mult[np.round(ev[j], 6)] == 1:
        v = vec[:, j]
        L = round((sqrt(1+4*max(v @ L2 @ v, 0))-1)/2); ms = round(sqrt(1+4*(v @ S2 @ v)))
        print("%d%s: CI %.3f  j=m %.3f  j!=m %.3f cm-1" % (ms, "SPDFGHIKL"[L], v @ H2 @ v, v @ Hp @ v, v @ H3 @ v))
res = np.linalg.norm(f3.resid(H2))
assert res > 1e-2
print("Frobenius norm H2 %.3f cm-1, residual of best two-body fit %.3f cm-1" % (np.linalg.norm(H2), res))
print("done: every assertion held")
```

Running it gives:

```
max asymmetry of an ordered (k,k') CI term, R=1: 0.01714
CI rank mod two-body per l': {1: 3, 3: 4, 5: 6, 7: 3, 9: 1}  all l': 6
l=1: terms 3, scalar ops 3, two-body 3, three-body 0, triads 1, 2nd order 0
l=2: terms 8, scalar ops 9, two-body 5, three-body 4, triads 4, 2nd order 2
l=3: terms 17, scalar ops 21, two-body 7, three-body 14, triads 9, 2nd order 6
coefficients on e(triad), order 222 224 244 246 266 444 446 466 666
t1 (000)(00) 0.0985 -0.2520 -0.0595 -0.2185 -0.5901 0.2218 -0.5135 -0.4546 -0.0883
t2 (220)(22) 0.3381 -0.6815 -0.1176 -0.1819 0.1842 0.2769 -0.0534 0.4729 0.1928
t3 (222)(00) 0.1920 0.2686 -0.0188 -0.5436 0.0699 0.2833 0.3785 -0.3231 0.5123
t4 (222)(40) 0.0634 -0.1622 -0.6642 0.3788 0.0970 0.2599 0.3640 -0.3602 -0.2142
t5 (400)(40) 0.2088 -0.1942 0.0344 -0.0518 -0.6211 -0.4275 0.5710 0.1348 -0.0458
t6 (420)(22) 0.4371 0.3841 -0.0338 -0.2954 0.0037 0.2435 0.0193 0.2508 -0.6711
t7 (420)(40) 0.5667 0.1761 -0.3693 0.0507 0.1519 -0.5613 -0.3381 -0.0832 0.2226
t8 (420)(42) 0.2824 -0.3478 0.5224 -0.0125 0.3904 -0.1796 0.1305 -0.4958 -0.2805
t9 (600)(60) 0.4467 0.1905 0.3599 0.6225 -0.2058 0.3701 0.0000 0.0428 0.2569
f3 norm of t1..t9: 1.415 1.819 3.781 1.930 0.917 1.821 1.381 1.514 0.000
same mod two-body: 0.000 1.723 3.202 1.915 0.000 1.780 1.365 1.484 0.000
t1=(N-2)sum c_k u.u, c0..c6: 0.2428 0.0000 0.8092 -0.0000 1.4565 0.0000 2.1039
t5=(N-2)sum c_k u.u, c0..c6: 0.0000 0.0000 0.7797 0.0000 -1.2759 0.0000 0.4962
model: R2=10000 R4=5000 Delta=100000 cm-1; 1 cm-1 = 0.123984 meV
<f||C2||f>=-1.36626 <f||C4||f>=1.12815
<f||C2||p>=1.34164 <f||C4||p>=-1.15470
6j{2 2 k'';3 3 1}: 0:0.169031 2:0.139971 4:0.070630
6j{2 4 k'';3 3 1}: 2:0.015058 4:0.058321 6:0.125988
6j{4 4 k'';3 3 1}: 0:0.125988 2:0.113979 4:0.085846 6:0.040663
V coefficients, cm-1: 022:-567.944 044:-53.450 222:-2351.510 224:-2315.652 244:-1495.134 246:-3910.927 444:-327.777 446:-224.260
T1 = 18.0774 cm-1 = 2.2413 meV; not independent
T2 = 3.5336 cm-1 = 0.4381 meV; CI fit 3.5336 cm-1
T3 = -32.5782 cm-1 = -4.0392 meV; CI fit -32.5782 cm-1
T4 = -0.0000 cm-1 = -0.0000 meV; CI fit -0.0000 cm-1
T5 = -21.7442 cm-1 = -2.6959 meV; not independent
T6 = -108.2555 cm-1 = -13.4220 meV; CI fit -108.2555 cm-1
T7 = -114.2407 cm-1 = -14.1640 meV; CI fit -114.2407 cm-1
T8 = -48.3115 cm-1 = -5.9899 meV; CI fit -48.3115 cm-1
T9 = -171.9420 cm-1 = -21.3181 meV; not independent
4S: CI -214.603  j=m -107.302  j!=m -107.302 cm-1
2P: CI -308.504  j=m -174.857  j!=m -133.647 cm-1
4D: CI -41.728  j=m -23.845  j!=m -17.884 cm-1
4F: CI -35.767  j=m -71.534  j!=m 35.767 cm-1
4G: CI -27.819  j=m -23.845  j!=m -3.974 cm-1
2I: CI -158.549  j=m -81.406  j!=m -77.143 cm-1
4I: CI -5.961  j=m -23.845  j!=m 17.884 cm-1
2K: CI -35.269  j=m -70.537  j!=m 35.269 cm-1
2L: CI 0.000  j=m 0.000  j!=m -0.000 cm-1
Frobenius norm H2 524.867 cm-1, residual of best two-body fit 247.248 cm-1
done: every assertion held
```
